# Screw and rotation symmetry for nanotube bands: the (4,2) case

## A two-strand model

Put two identical atoms in each translational period $T$ of a wire, on opposite sides of its axis. Each atom has one orbital of energy zero. An atom is coupled by $-t$ to the atoms on the opposite strand one period above and one period below. With Bloch phase $e^{ikT}$ per period, the translational calculation diagonalises

$$
\begin{pmatrix}0&-2t\cos kT\\-2t\cos kT&0\end{pmatrix},\qquad E=\mp2t\cos kT .
$$

The same wire has a screw operation $S$, a half-turn combined with a rise $T$, and a pure half-turn $R$. One atom generates all the others. Let the amplitude gain $e^{i\kappa}$ under $S$ and $e^{i\pi l}$ under $R$, with $l=0,1$. Each atom is coupled to the atoms one screw step ahead and behind, so

$$E=-t(e^{i\kappa}+e^{-i\kappa})=-2t\cos\kappa .$$

A pure translation is a screw step with its half-turn undone. Therefore $kT=\kappa-\pi l$, or $\kappa=kT+\pi l$. The two labels give $-2t\cos kT$ and $+2t\cos kT$, as required. Setting $\kappa=kT$ for both labels would give the first level twice.

An electronic-structure program with a screw-symmetry setting can do the same for a nanotube. It then replaces the translational cell by the smallest cell that screws and rotations about the tube axis can repeat, and it replaces $k$ by $\kappa$ and $l$. The user needs to know which operations generate the tube, how the labels are related to $k$, and when the symmetry is really present.

## The generators of an $(n,m)$ tube

Let the graphene lattice vectors $\mathbf a_1,\mathbf a_2$ have length $a$ and enclose $60^\circ$, with $\mathbf a_1\times\mathbf a_2>0$. The tube is rolled so that $\mathbf C=n\mathbf a_1+m\mathbf a_2$ becomes its circumference. Define

$$d=\gcd(n,m),\quad n'=n/d,\quad m'=m/d,\quad \mathbf R=n'\mathbf a_1+m'\mathbf a_2 .$$

Since $d\mathbf R=\mathbf C$, the vector $\mathbf R$ becomes a turn by $2\pi/d$ with no rise. Because $n'$ and $m'$ have no common factor, there are integers $p,q$ with

$$n'q-m'p=1,\qquad \mathbf H=p\mathbf a_1+q\mathbf a_2 .$$

The determinant is one, so the inverse also has integer coefficients:

$$\mathbf a_1=q\mathbf R-m'\mathbf H,\qquad \mathbf a_2=-p\mathbf R+n'\mathbf H. \tag{1}$$

For instance, $q\mathbf R-m'\mathbf H=(qn'-m'p)\mathbf a_1+(qm'-m'q)\mathbf a_2=\mathbf a_1$. Hence $\mathbf R$ and $\mathbf H$ reach every two-atom cell. On the tube $\mathbf H$ is a screw: it turns by $2\pi\,\mathbf H\cdot\mathbf C/|\mathbf C|^2$ and rises along the axis. Turns and shifts about one common axis commute.

The translation $\mathbf T=x\mathbf a_1+y\mathbf a_2$ must be perpendicular to $\mathbf C$. With $\mathbf a_1\cdot\mathbf a_2=a^2/2$,

$$\mathbf C\cdot\mathbf T=\frac{a^2}{2}\left[(2n+m)x+(2m+n)y\right]=0 .$$

The shortest integer solution, with $d_R=\gcd(2n+m,2m+n)$, is

$$x=-\frac{2m+n}{d_R},\qquad y=\frac{2n+m}{d_R}.$$

The area $|\mathbf C\times\mathbf T|$ divided by the area of one cell gives the number of two-atom cells per period:

$$N=ny-mx=\frac{2(n^2+nm+m^2)}{d_R}.$$

Inserting (1) into $\mathbf T$ gives

$$\mathbf T=(n'y-m'x)\mathbf H+(qx-py)\mathbf R=\frac Nd\,\mathbf H-w\mathbf R, \tag{2}$$

$$w=\frac{(2m+n)q+(2n+m)p}{d_R}.$$

As $\mathbf R$ has no rise, each screw step rises by $T/(N/d)$.

For (4,2), $d=d_R=2$ and $N=28$, hence 56 atoms. The choice $p=q=1$ gives $\mathbf R=2\mathbf a_1+\mathbf a_2$, $\mathbf H=\mathbf a_1+\mathbf a_2$, $w=(8+10)/2=9$ and $\mathbf T=14\mathbf H-9\mathbf R$. One screw step turns the tube by $115.714^\circ$.

## Converting $k$ to screw labels

Choose states whose amplitudes gain $e^{i\kappa}$ per step $\mathbf H$ and $e^{2\pi il/d}$ per step $\mathbf R$. After $d$ turns the phase is one, so $l=0,\ldots,d-1$. By (2), the phase of a translation is

$$e^{ikT}=\exp\left[i\left(\frac Nd\kappa-\frac{2\pi wl}{d}\right)\right].$$

Phases are defined modulo $2\pi$, hence

$$\boxed{\kappa=\frac{kT+2\pi wl/d+2\pi j}{N/d}},\qquad j=0,\ldots,N/d-1. \tag{3}$$

There are $d(N/d)=N$ labels at each $k$. They form a complete set. Every cell can be reduced by translations to $u\mathbf H+v\mathbf R$ with $0\le u<N/d$ and $0\le v<d$. For each sublattice, add the $N$ Bloch orbitals of these cells with amplitudes

$$\frac1{\sqrt N}\exp\left[i(\kappa u+2\pi lv/d)\right].$$

The overlap of two such sums is

$$\frac1N\sum_{u}e^{i(\kappa'-\kappa)u}\sum_v e^{2\pi i(l'-l)v/d}.$$

The second sum is $d\,\delta_{ll'}$. For equal $l$, (3) gives $\kappa'-\kappa=2\pi(j'-j)d/N$, so the first sum is $(N/d)\delta_{jj'}$. The new basis is orthonormal. The Hamiltonian commutes with the screw and the turn, so it cannot couple states that have different phases under either operation. What remains for each label is one A and one B amplitude.

## The two-by-two block

Place B at $(\mathbf a_1+\mathbf a_2)/3$ from A. The three B neighbours of an A atom lie in its own cell and in the cells displaced by $-\mathbf a_1$ and $-\mathbf a_2$. Call the hoppings $-t_0,-t_1,-t_2$. Equation (1) gives the phases for $\mathbf a_1$ and $\mathbf a_2$:

$$\phi_1=\frac{2\pi ql}{d}-m'\kappa,\qquad \phi_2=-\frac{2\pi pl}{d}+n'\kappa .$$

With orthonormal orbitals at energy zero, the amplitudes $A,B$ obey

$$EA=-fB,\qquad EB=-f^*A,\qquad f=t_0+t_1e^{-i\phi_1}+t_2e^{-i\phi_2}. \tag{4}$$

The second equation has $f^*$ because B has its A neighbours in the cells displaced by $+\mathbf a_1$ and $+\mathbf a_2$. Multiplying the first equation by $E$ and using the second gives $E^2A=|f|^2A$, so $E=\pm|f|$. Expanding $ff^*$,

$$|f|^2=t_0^2+t_1^2+t_2^2+2t_0t_1\cos\phi_1+2t_0t_2\cos\phi_2+2t_1t_2\cos(\phi_1-\phi_2).$$

The hoppings need not be equal. They need only repeat from cell to cell.

The algorithm is short: find $d,p,q,N,w$; list the labels (3); evaluate $|f|$; collect and sort $\pm|f|$. If dense diagonalisation costs the cube of the matrix size, the saving is $(2N)^3/(N\,2^3)=N^2$, which is 784 for (4,2). This counts diagonalisation only.

## The (4,2) tube in numbers

Take equal hoppings $t=2.7$ eV and bond length $b=a/\sqrt3=0.142$ nm, both rough typical values for graphene-like carbon. The ideal tube has diameter $D=0.414$ nm and period $T=1.127$ nm.

Consider $kT=\pi/2$, $l=1$, $j=0$. Then

$$\kappa=\frac{\pi/2+9\pi}{14}=2.1318,$$

$$\phi_1=\pi-\kappa=1.0098,\qquad \phi_2=-\pi+2\kappa=1.1220,$$

and (4) gives $f=5.3080-4.7188i$ eV. This block contributes the levels $\pm7.102$ eV. All 28 blocks together give six levels around zero energy at $\pm1.1184$, $\pm1.2515$ and $\pm1.7150$ eV.

For an independent test, 56 atoms were placed on a cylinder, neighbours were found from distances in space, and the full matrix was diagonalised. At $kT=0$, $0.9$, $\pi/2$ and $\pi$ the largest difference from the block spectrum was $1.4\times10^{-14}$ eV. Transforming the full matrix at $kT=0.9$ with symmetry operations found from the coordinates reproduced all the blocks within $1.2\times10^{-14}$ eV. The tubes (6,0), (5,5), (6,3) and (5,2) also agreed, within $1.5\times10^{-14}$ eV.

The gap can be found by hand. Here $\phi_1-\phi_2=2\pi l-3\kappa$, so

$$\frac{|f|^2}{t^2}=3+2(-1)^l(\cos\kappa+\cos2\kappa)+2\cos3\kappa. \tag{5}$$

Write $c=\cos\kappa$, with $\cos2\kappa=2c^2-1$ and $\cos3\kappa=4c^3-3c$. For $l=1$ the right side is

$$g_1=5-8c-4c^2+8c^3,\qquad \frac{dg_1}{dc}=8(3c^2-c-1).$$

The minimum is at $c=(1+\sqrt{13})/6$. There $c^2=(c+1)/3$ and $c^3=(c^2+c)/3=(4c+1)/9$, so

$$g_1=\frac{41-52c}{9}=\frac{97-26\sqrt{13}}{27}\approx0.121 .$$

At the ends $c=\pm1$, $g_1=1$. For $l=0$,

$$g_0=1-4c+4c^2+8c^3,\qquad \frac{dg_0}{dc}=4(6c^2+2c-1),$$

with its minimum, about 0.37, at $c=(-1+\sqrt7)/6$; the ends give 9 and 1. The gap therefore belongs to $l=1$:

$$E_g=2t\sqrt{\frac{97-26\sqrt{13}}{27}}=1.875\ \text{eV}=0.0689\ \text{Ha}.$$

It lies at $|\kappa|=0.6957$, which (3) folds to $|kT|=0.315$. A numerical search over $\kappa$ gives the same gap; on an unrefined mesh of 4000 points it is $9\times10^{-7}$ eV too large.

## The wide-tube limit

For equal hoppings, $f$ vanishes when $\phi_1=2\pi/3$ and $\phi_2=-2\pi/3$, or when both signs are reversed. Let a small wave vector $\mathbf q$ change the phases by $X=\mathbf q\cdot\mathbf a_1$ and $Y=\mathbf q\cdot\mathbf a_2$. To first order,

$$f=-it\left(Xe^{-2\pi i/3}+Ye^{2\pi i/3}\right),$$

$$|f|^2=t^2(X^2+Y^2-XY)=\tfrac34a^2t^2|\mathbf q|^2 .$$

The last step uses $X=aq_x$ and $Y=a(q_x+\sqrt3q_y)/2$. Thus $|f|=\tfrac32bt|\mathbf q|$.

The phase around the tube, $n\phi_1+m\phi_2$, must be a multiple of $2\pi$. At the zero of $f$ it is $2\pi(n-m)/3$. If $n-m$ is not a multiple of three, the nearest allowed phase is $2\pi/3$ away. The smallest $|\mathbf q|$ is then $2\pi/(3|\mathbf C|)=2/(3D)$, and

$$E_g\simeq\frac{2tb}{D}\qquad(D\gg b).$$

If $n-m$ is a multiple of three, this equal-hopping model has no gap.

For (4,2) the estimate is 1.851 eV, 1.3% below the model's gap. For (16,8), with $D=1.657$ nm, it is 0.463 eV against 0.466 eV.

## Choosing the sampling

A translational mesh of $M$ equally spaced $k$ points corresponds, for each $l$, to $MN/d$ values of $\kappa$. Their spacing is $2\pi d/(NM)$, and their offset from the $l=0$ mesh is $2\pi wl/N$. The offset is $wlM/d$ spacings. For (4,2) and $l=1$ this is $4.5M$: the two $\kappa$ meshes coincide for even $M$ and are displaced by half a spacing for odd $M$. To compare total energies with and without the symmetry setting at finite sampling, use these matching meshes. Otherwise a sampling difference can look like an error of the symmetry reduction.

The comparison of spectra also needs a suitable $k$. Omitting the $w$ term in (3) at $kT=0.9$ produces errors of up to 0.547 eV in the sorted levels. At $kT=\pi/2$ the same omission leaves the (4,2) spectrum unchanged. The correct $l=1$ values are then $(3\pi/2+2\pi j)/14$ modulo $2\pi$, and the faulty ones are $(\pi/2+2\pi j)/14$. Each set is the negative of the other, while (5) is even in $\kappa$. Compare at a generic $k$, away from such points.

## When the setting is valid

Use the reduced cell if every atom is equivalent, by screws and turns, to one of the atoms in that cell, and if the potential has the same symmetry. A vacancy, an adsorbed ion or a substrate on one side breaks this condition. So does a uniform transverse electric field: its potential varies as $\cos\theta$ around the tube and changes sign under the half-turn of (4,2). The blocks then couple, and the translational cell, or a larger supercell for an isolated defect, is needed. A relaxation run with the setting on cannot find a distortion that breaks the imposed symmetry. To look for one, displace the atoms slightly and relax with the setting off. A distortion with a period longer than $T$ also needs a supercell.

A uniform twist keeps both generators but may leave no finite translation $T$. The blocks (4) remain valid, with hoppings adapted to the new geometry, and $\kappa$ is sampled directly. Equation (3) is needed only for comparison with a translational calculation.

More orbitals enlarge the block but not the number of labels. With one $s$ and three $p$ orbitals per atom, the blocks are eight by eight. The symmetry also turns the $p$ orbitals from atom to atom. Expressing them along the local radial, tangential and axial directions is a simple way to include this turn. At $kT=0.9$ the resulting 224 levels agreed with the full calculation in fixed axes within $6\times10^{-14}$ eV.

## What the one-orbital model leaves out

Exact block reduction does not make the Hamiltonian realistic. The larger model above measures part of the omission. Its rough parameters are $E_s-E_p=-7.3$, $V_{ss}=-4.3$, $V_{sp}=5.0$, $V_{pp\sigma}=6.4$ and $V_{pp\pi}=-2.7$ eV, held fixed for all bonds.

Curvature tilts neighbouring radial orbitals. Keeping only these orbitals gives $t_0,t_1,t_2=3.067,2.624,2.645$ eV and a gap of 1.958 eV. Including all four orbitals gives 1.940 eV, with a change of $3\times10^{-4}$ eV between 1000 and 2000 values of $\kappa$. The final number is only 0.065 eV above the one-orbital gap, but the band edges have changed. The valence edge is at $l=1$, $|\kappa|=0.644$, while the conduction edge has moved to $l=0$, $|\kappa|=1.260$. In the one-orbital model both edges have $l=1$. The new conduction edge lies near the $l=0$ minimum of (5), at $|\kappa|\approx1.29$, and descends from the $l=0$ radial band: as the couplings between radial and other orbitals are scaled to zero at $|\kappa|=1.26$, the level rises from 0.88 to 1.97 eV and becomes purely radial. A second conduction minimum, at $l=1$, $\kappa=\pi$, lies only 0.03 eV above this edge. The similar gaps are therefore no evidence that the one-orbital bands are adequate.

The largest coupling between radial and other orbitals is 1.62 eV in (4,2) and 0.41 eV in (16,8). It falls by a factor of 3.9 for a fourfold diameter. The difference between the four-orbital and one-orbital gaps falls to 0.011 eV.

Two smaller changes were also sized. Rolling shortens the straight bonds to between 0.1394 and 0.1420 nm; scaling the four-orbital couplings as the inverse square of length gives a gap of 1.965 eV. It also returns the conduction edge to $l=1$, so the label of that edge depends on these rough parameters. A nearest-neighbour overlap of 0.13 in the equal-hopping model gives 1.879 eV.

A real (4,2) tube is so strongly curved that fixed, graphene-like parameters cannot be taken for granted. The gaps near 1.9 eV are properties of these models, not of the material. A one-shot local-density band calculation at the same unrelaxed geometry, with the potential of superposed neutral atoms, gives an indirect gap of about 0.6 eV (0.59 eV in two polarised double-zeta bases, 0.62 eV in a minimal basis). Its conduction edge is at $l=1$, $\kappa=\pi$, where the one-orbital model has its level at $t=2.7$ eV. For (16,8) the same method gives 0.42 eV, close to the tight-binding values, so the failure belongs to the narrow tube. Relaxation and self-consistency are not tested and may shift the gap further. Electron interactions are another omission. The bare Coulomb energy at a separation of one diameter is 3.48 eV, larger than the gap; screening reduces it, and it is a scale, not a predicted shift. The thermal energy at 300 K, 0.026 eV, is small beside both this scale and the model's gap. For a (4,2) material prediction, keep the symmetry setting if the relaxed structure permits it, but use a self-consistent Hamiltonian with all valence orbitals. The numerical output gives most of the values used here.

## Numbers as computed

```
input bond 0.142 nm; hopping t 2.7 eV; overlap 0.13
input sp3: Es-Ep -7.3, Vss -4.3, Vsp 5.0 eV
input sp3: Vpp-sigma 6.4, Vpp-pi -2.7 eV
atoms 56; cells N 28; rotation order d 2
integers p 1, q 1, w 9; screw steps 14
diameter 0.4143 nm; period T 1.1271 nm
screw angle 115.714 deg; rise 0.08051 nm
3D bond lengths 0.1394 to 0.1420 nm
cubic cost ratio, full/blocks 784
(4,2) largest spectrum difference 1.4e-14 eV
(6,0),(5,5),(6,3),(5,2) largest difference 1.5e-14 eV
largest error if w is dropped, kT=0.9: 0.5474 eV
largest commutator element 2.2e-16 eV
largest transformed-block error 1.2e-14 eV
sample kT 1.570796 rad; k 1.3937 1/nm
sample l 1, j 0; kappa 2.131795 rad
sample phi1 1.009798, phi2 1.121997 rad
sample f 5.307973 -4.718771 i eV
sample block energies +/- 7.102209 eV
six middle levels, full (eV): -1.714971 -1.251517 -1.118377 1.118377 1.251517 1.714971
six middle levels, blocks (eV): -1.714971 -1.251517 -1.118377 1.118377 1.251517 1.714971
one-orbital gap 1.875132 eV = 0.068910 Ha
gap at |kappa| 0.695721 rad, l 1, |kT| 0.315314 rad
gap shift, 4000-point mesh minus refined 9.3e-07 eV
large-diameter estimate 2tb/D 1.8510 eV
(16,8): diameter 1.6571 nm; one-orbital gap 0.4658 eV
(16,8): estimate 2tb/D 0.4627 eV
curved radial hoppings t0,t1,t2 (eV): 3.0668 2.6239 2.6445
curved radial model: spectrum difference 8.2e-15 eV
curved radial model: gap 1.9583 eV
sp3: 224-level spectrum difference 6.0e-14 eV
sp3 band 4 top -1.0634 eV at l 1, |kappa| 0.6440 rad
sp3 band 5 bottom 0.8762 eV at l 0, |kappa| 1.2598 rad
sp3 edge separation 1.9397 eV (negative means overlap)
sp3 separation shift, 1000 to 2000 points -3.1e-04 eV
sp3 separation with hopping ~ length^-2: 1.9651 eV
(16,8): sp3 edge separation 0.4772 eV
largest radial-other coupling: (4,2) 1.6205, (16,8) 0.4127 eV
sp3 minus one-orbital gap: (4,2) 0.0645, (16,8) 0.0113 eV
one-orbital gap with overlap 1.8790 eV
bare Coulomb energy at one diameter 3.476 eV
thermal energy at 300 K 25.85 meV
```
